# Why Dilute Nitrogen Sharply Lowers the GaAs Gap: Level Anticrossing: verification in Python

```python
# Result under test: dispersed nitrogen orbitals coupled locally to a host band
# lower its edge to E_minus = E_N/2 - sqrt(E_N**2/4 + V**2*x).
# x: nitrogen fraction of anion sites; V: on-site coupling; E_N: nitrogen level
# dressed by the host states other than the edge state; host edge = 0 eV.
# The formula is compared with diagonalized random fcc lattices.
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import eigsh
from scipy.optimize import brentq
from scipy.constants import physical_constants, angstrom

hartree = physical_constants["Hartree energy in eV"][0]
bohr = physical_constants["Bohr radius"][0] / angstrom

host_gap = 1.4          # eV, rough size for GaAs
nitride_gap = 3.0       # eV, rough size, used only for linear interpolation
mass = 0.07             # electron masses
lattice_constant = 5.6  # angstrom
level = 0.2             # eV above the host edge, dressed level
coupling = 2.5          # eV
hop = hartree / (2 * mass * (lattice_constant / bohr) ** 2)
rng = np.random.default_rng(7)


def band_energies(size, shift=(0.0, 0.0, 0.0)):
    """Host energies on a size**3 mesh of the fcc Brillouin zone."""
    p, q, r = [2 * np.pi * (np.arange(size) + s) / size for s in shift]
    p, q, r = p[:, None, None], q[None, :, None], r[None, None, :]
    cosines = (np.cos(p) + np.cos(q) + np.cos(r)
               + np.cos(p - q) + np.cos(q - r) + np.cos(p - r))
    return (hop * (12 - 2 * cosines)).ravel()


def host_matrix(size):
    """Real-space nearest-neighbour Hamiltonian of a periodic fcc cell."""
    count = size ** 3
    index = np.arange(count).reshape(size, size, size)
    steps = [(1, 0, 0), (0, 1, 0), (0, 0, 1),
             (1, -1, 0), (0, 1, -1), (1, 0, -1)]
    matrix = 12 * hop * sp.identity(count, format="csr")
    for step in steps:
        target = np.roll(index, step, axis=(0, 1, 2)).ravel()
        move = sp.csr_matrix((np.ones(count), (index.ravel(), target)),
                             shape=(count, count))
        matrix = matrix - hop * (move + move.T)
    return matrix.tocsr()


def alloy_matrix(host, sites, bare_level):
    """Host plus one extra orbital on each chosen site."""
    n = len(sites)
    link = sp.csr_matrix((coupling * np.ones(n), (sites, np.arange(n))),
                         shape=(host.shape[0], n))
    return sp.bmat([[host, link], [link.T, bare_level * sp.identity(n)]],
                   format="csr")


def lowest_energy(matrix):
    start = np.ones(matrix.shape[0])
    return eigsh(matrix, k=1, which="SA", v0=start, ncv=40, tol=1e-9,
                 maxiter=5000, return_eigenvectors=False)[0]


def two_level(x, position=level):
    root = np.sqrt(position ** 2 / 4 + coupling ** 2 * x)
    return position / 2 - root, position / 2 + root


def averaged_secular(n, excited, bare_level):
    """Edge from the random average, keeping the energy-dependent dressing."""
    count = len(excited) + 1
    factor = 1 - (n - 1) / (count - 1)

    def mismatch(energy):
        local = -np.sum(1 / (excited - energy)) / count
        inner = energy - bare_level - factor * coupling ** 2 * local
        return energy - coupling ** 2 * n / count / inner
    return brentq(mismatch, -2.0, -1e-7)


print(f"host gap, rough input: {host_gap:.2f} eV")
print(f"nitride gap, rough input: {nitride_gap:.1f} eV")
print(f"host mass: {mass:.2f} electron masses")
print(f"lattice constant: {lattice_constant:.2f} angstrom")
print(f"dressed N level above host edge: {level:.2f} eV")
print(f"on-site coupling V: {coupling:.2f} eV")
print(f"host hopping t: {hop:.4f} eV")
print(f"host band width in model: {16 * hop:.2f} eV")

# Host states other than the edge, and the resulting level shift.
size = 16
count = size ** 3
host = host_matrix(size)
excited = band_energies(size)[1:]
shift_cell = -coupling ** 2 * np.sum(1 / excited) / count
bare = level - shift_cell
mesh_size = 160
fine = band_energies(mesh_size, (0.31, 0.17, 0.43))
shift_fine = -coupling ** 2 * np.mean(1 / fine)
assert abs(shift_cell - shift_fine) < 0.04  # finite-cell effect
print(f"sites in random cell: {count}")
print(f"level shift by host, this cell: {shift_cell:.3f} eV")
print(f"level shift by host, fine mesh: {shift_fine:.3f} eV")
print(f"bare N level in this cell: {bare:.3f} eV")

# Width of an isolated level: counted states against the parabolic formula.
half_width = coupling ** 2 * np.sqrt(level) / (16 * np.pi * hop ** 1.5)
window = 0.1
density = np.mean(np.abs(fine - level) < window) / (2 * window)
counted_width = np.pi * coupling ** 2 * density
assert abs(counted_width / half_width - 1) < 0.08  # finite mesh and window
assert half_width < level / 4
print(f"level half-width, formula: {half_width:.4f} eV")
print(f"level half-width, counted states: {counted_width:.4f} eV")

# One nitrogen atom in the cell: the linear limit.
single = lowest_energy(alloy_matrix(host, np.array([0]), bare))
linear_single = -coupling ** 2 / count / level
assert abs(single - two_level(1 / count)[0]) < 0.0006
assert abs(single / linear_single - 1) < 0.08
print(f"one N in cell, N fraction: {100 / count:.4f} percent")
print(f"one N, edge diagonalized: {single:.5f} eV")
print(f"one N, edge two-level: {two_level(1 / count)[0]:.5f} eV")
print(f"one N, edge linear law: {linear_single:.5f} eV")

# Random alloys.
samples = 6
print(f"random arrangements per composition: {samples}")
print("N percent | edge in eV: lattice mean, spread, averaged, two-level")
fractions, means = [], []
for target in (0.0025, 0.005, 0.01, 0.02, 0.03):
    n = round(target * count)
    x = n / count
    values = [lowest_energy(alloy_matrix(
        host, rng.choice(count, n, replace=False), bare))
        for _ in range(samples)]
    mean = np.mean(values)
    averaged = averaged_secular(n, excited, bare)
    simple = two_level(x)[0]
    # Tolerance covers disorder fluctuations and energy-dependent dressing.
    assert abs(mean - averaged) < 0.015
    assert abs(mean - simple) < 0.015
    fractions.append(x)
    means.append(mean)
    print(f"{100 * x:.3f} | {mean:.4f}, {np.std(values, ddof=1):.4f}, "
          f"{averaged:.4f}, {simple:.4f}")
fractions, means = np.array(fractions), np.array(means)
inferred = np.sqrt(means * (means - level))
exponent = np.polyfit(np.log(fractions), np.log(inferred), 1)[0]
assert abs(exponent - 0.5) < 0.03
print(f"exponent of coupling inferred from lattice: {exponent:.3f}")

# Same coupling and composition, but a remote level or clustered nitrogen.
n = round(0.02 * count)
x = n / count
remote = 3.0
remote_edge = np.mean([lowest_energy(alloy_matrix(
    host, rng.choice(count, n, replace=False), remote - shift_cell))
    for _ in range(samples)])
assert abs(remote_edge - two_level(x, remote)[0]) < 0.005
assert abs(remote_edge) < 0.25 * abs(means[3])
print(f"remote level position: {remote:.1f} eV")
print(f"edge with remote level, {100 * x:.3f} percent: {remote_edge:.4f} eV")
cells = np.indices((size,) * 3).reshape(3, -1).T - size // 2
vectors = np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]]) / 2
distance = np.linalg.norm(cells @ vectors, axis=1)
ball = np.argsort(distance, kind="stable")[:n]
cluster_edge = lowest_energy(alloy_matrix(host, ball, bare))
assert cluster_edge < means[3] - 0.1
print(f"lowest state, same N in one ball: {cluster_edge:.3f} eV")

# Share of the host edge state in the two branches, by full diagonalization.
small = 10
small_count = small ** 3
small_host = host_matrix(small)
small_excited = band_energies(small)[1:]
small_bare = level + coupling ** 2 * np.sum(1 / small_excited) / small_count
n_small = 20
lower_weights, upper_weights, upper_centres = [], [], []
for _ in range(4):
    sites = rng.choice(small_count, n_small, replace=False)
    matrix = alloy_matrix(small_host, sites, small_bare).toarray()
    energies, states = np.linalg.eigh(matrix)
    weights = (states[:small_count].sum(axis=0)) ** 2 / small_count
    upper = (energies > 0) & (energies < 1)
    lower_weights.append(weights[0])
    upper_weights.append(weights[upper].sum())
    upper_centres.append(np.average(energies[upper], weights=weights[upper]))
low, high = two_level(n_small / small_count)
share = (level - low) / (high - low)
assert abs(np.mean(lower_weights) - share) < 0.05
assert abs(np.mean(upper_centres) - high) < 0.05
assert np.mean(lower_weights) + np.mean(upper_weights) > 0.95
print(f"branch test, N fraction: {100 * n_small / small_count:.1f} percent")
print(f"edge-state share in lower branch, two-level: {share:.3f}")
print(f"edge-state share in lower branch, lattice: "
      f"{np.mean(lower_weights):.3f}")
print(f"edge-state share, 0 to 1 eV, lattice: {np.mean(upper_weights):.3f}")
print(f"upper branch, two-level: {high:.3f} eV")
print(f"upper branch centre, lattice: {np.mean(upper_centres):.3f} eV")

# Worked example from the two-level formula.
crossover = level ** 2 / (4 * coupling ** 2)
print(f"crossover N fraction: {100 * crossover:.3f} percent")
print(f"initial slope: {-coupling ** 2 / level / 100:.4f} eV per percent")
print("N percent | V sqrt(x), edge shift, gap, all in eV")
for x in (0.001, 0.005, 0.01, 0.02, 0.03):
    edge = two_level(x)[0]
    print(f"{100 * x:.1f} | {coupling * np.sqrt(x):.4f}, {edge:.4f}, "
          f"{host_gap + edge:.4f}")
x = 0.02
edge = two_level(x)[0]
print(f"2 percent, linear law shift: {-coupling ** 2 * x / level:.4f} eV")
print(f"2 percent, large-x law shift: "
      f"{level / 2 - coupling * np.sqrt(x):.4f} eV")
print(f"2 percent, interpolated gap change: "
      f"{x * (nitride_gap - host_gap):+.4f} eV")
print(f"2 percent, two-level shift: {edge / hartree:.5f} hartree")
print("no test failed")
```

It prints:

```
host gap, rough input: 1.40 eV
nitride gap, rough input: 3.0 eV
host mass: 0.07 electron masses
lattice constant: 5.60 angstrom
dressed N level above host edge: 0.20 eV
on-site coupling V: 2.50 eV
host hopping t: 1.7356 eV
host band width in model: 27.77 eV
sites in random cell: 4096
level shift by host, this cell: -0.383 eV
level shift by host, fine mesh: -0.403 eV
bare N level in this cell: 0.583 eV
level half-width, formula: 0.0243 eV
level half-width, counted states: 0.0244 eV
one N in cell, N fraction: 0.0244 percent
one N, edge diagonalized: -0.00734 eV
one N, edge two-level: -0.00736 eV
one N, edge linear law: -0.00763 eV
random arrangements per composition: 6
N percent | edge in eV: lattice mean, spread, averaged, two-level
0.244 | -0.0593, 0.0016, -0.0582, -0.0589
0.488 | -0.0989, 0.0025, -0.0994, -0.1013
1.001 | -0.1683, 0.0035, -0.1654, -0.1694
2.002 | -0.2631, 0.0025, -0.2601, -0.2676
3.003 | -0.3360, 0.0016, -0.3340, -0.3446
exponent of coupling inferred from lattice: 0.493
remote level position: 3.0 eV
edge with remote level, 2.002 percent: -0.0410 eV
lowest state, same N in one ball: -1.105 eV
branch test, N fraction: 2.0 percent
edge-state share in lower branch, two-level: 0.636
edge-state share in lower branch, lattice: 0.631
edge-state share, 0 to 1 eV, lattice: 0.368
upper branch, two-level: 0.467 eV
upper branch centre, lattice: 0.449 eV
crossover N fraction: 0.160 percent
initial slope: -0.3125 eV per percent
N percent | V sqrt(x), edge shift, gap, all in eV
0.1 | 0.0791, -0.0275, 1.3725
0.5 | 0.1768, -0.1031, 1.2969
1.0 | 0.2500, -0.1693, 1.2307
2.0 | 0.3536, -0.2674, 1.1326
3.0 | 0.4330, -0.3444, 1.0556
2 percent, linear law shift: -0.6250 eV
2 percent, large-x law shift: -0.2536 eV
2 percent, interpolated gap change: +0.0320 eV
2 percent, two-level shift: -0.00983 hartree
no test failed
```
